# The Caroli transmission formula from the Fisher-Lee relation: verification in Python

```python
"""
Result under test: for a device between two periodic leads L and R,
    T = Tr[Gamma_L G Gamma_R G^dagger],
and only the block of G between the two contact surfaces enters.
  G       = (E - H - Sigma_L - Sigma_R)^(-1), retarded Green function
  Sigma_p = self-energy of lead p,  Gamma_p = i (Sigma_p - Sigma_p^dagger)
Lead layers are counted away from the device; 'out' is the hopping block
H(j, j+1), 'h' the block of one layer.  A mode is u * lam**j with |u| = 1,
and w = hbar |v| / a is its velocity in energy units.  Energies are in eV.
Reference road: wave matching with lead modes, which uses neither G nor Gamma.
Formula road: self-energies from decimation of the lead, without modes.
"""
import numpy as np
from scipy.linalg import eig, inv

ETA = 1e-7    # small imaginary energy in the decimation, eV
TOL = 1e-5    # allows for the error of order ETA times a sensitivity


def dag(a):
    return a.conj().T


def self_energy(E, h, out):
    """Retarded self-energy of a semi-infinite lead by layer doubling."""
    z = (E + 1j * ETA) * np.eye(len(h))
    surface, bulk = h.astype(complex), h.astype(complex)
    a, b = out.astype(complex), dag(out).astype(complex)
    for _ in range(40):
        g = inv(z - bulk)
        agb, bga = a @ g @ b, b @ g @ a
        surface = surface + agb
        bulk = bulk + agb + bga
        a, b = a @ g @ a, b @ g @ b
    return out @ inv(z - surface) @ dag(out)


def modes(E, h, out):
    """Bases (u, lam, w): outgoing + decaying, and incoming + decaying."""
    m = len(h)
    one, zero = np.eye(m), np.zeros((m, m))
    A = np.block([[zero, one], [-dag(out), E * one - h]])
    B = np.block([[one, zero], [zero, out]])
    lam, X = eig(A, B)
    U = X[:m] / np.linalg.norm(X[:m], axis=0)
    flux = -2 * np.imag(lam * np.sum(U.conj() * (out @ U), axis=0))
    moving = np.abs(np.abs(lam) - 1) < 1e-7
    decaying = np.abs(lam) < 1 - 1e-7
    bases = []
    for sign in (1, -1):
        is_open = np.where(moving & (sign * flux > 0))[0]
        is_open = is_open[np.argsort(-sign * flux[is_open])]
        pick = np.concatenate([is_open, np.where(decaying)[0]])
        assert len(pick) == m
        w = np.where(moving[pick], sign * flux[pick], 0.0)
        bases.append((U[:, pick], lam[pick], w))
    return bases


def wave_matching(E, H, leads, source):
    """Flux-normalized amplitudes in each lead for waves sent in by 'source'."""
    n = len(H)
    all_modes = [modes(E, h, out) for h, out, _ in leads]
    size = n + sum(len(h) for h, _, _ in leads)
    W, mu, w_in = all_modes[source][1]
    n_in = int(np.sum(w_in > 0))
    W, mu, w_in = W[:, :n_in], mu[:n_in], w_in[:n_in]
    A = np.zeros((size, size), complex)
    rhs = np.zeros((size, n_in), complex)
    A[:n, :n] = E * np.eye(n) - H
    start, places = n, []
    for p, (h, out, site) in enumerate(leads):
        U, lam, _ = all_modes[p][0]
        c = np.arange(start, start + len(h))
        A[np.ix_(site, c)] -= out @ (U * lam)
        A[np.ix_(c, site)] = np.eye(len(h))
        A[np.ix_(c, c)] = -U
        if p == source:
            rhs[site] += out @ (W * mu)
            rhs[c] = W
        places.append(c)
        start += len(h)
    x = np.linalg.solve(A, rhs)
    result = []
    for p, c in enumerate(places):
        w = all_modes[p][0][2]
        k = int(np.sum(w > 0))
        result.append(np.sqrt(w[:k])[:, None] * x[c[:k]] / np.sqrt(w_in))
    return result


def green(E, H, leads):
    """Full G, and the self-energies and Gammas embedded in the device."""
    n = len(H)
    sigmas = []
    for h, out, site in leads:
        s = np.zeros((n, n), complex)
        s[np.ix_(site, site)] = self_energy(E, h, out)
        sigmas.append(s)
    G = inv(E * np.eye(n) - H - sigmas[0] - sigmas[1])
    return G, sigmas, [1j * (s - dag(s)) for s in sigmas]


def trace4(a, g, b):
    return np.trace(a @ g @ b @ dag(g)).real


def total(t):
    return float(np.sum(np.abs(t) ** 2))


# ---- one impurity in a chain ------------------------------------------------
E1, U1, hop1 = -1.0, 1.0, -1.0
site0 = np.array([0])
chain = (np.array([[0.0]]), np.array([[hop1]]), site0)
H1 = np.array([[U1]])
G1, _, gam1 = green(E1, H1, [chain, chain])
T1 = trace4(gam1[0], G1, gam1[1])
T1_match = total(wave_matching(E1, H1, [chain, chain], 0)[1])
w1 = modes(E1, chain[0], chain[1])[0][2][0]
assert abs(T1 - T1_match) < TOL
assert abs(T1_match - w1**2 / (w1**2 + U1**2)) < 1e-10
print("IMPURITY IN A CHAIN")
print(f"E = {E1:.1f} eV, impurity = {U1:.1f} eV, hopping = {hop1:.1f} eV")
print(f"Gamma_L = Gamma_R = {gam1[0][0, 0].real:.5f} eV")
print(f"|G|^2 = {abs(G1[0, 0])**2:.5f} eV^-2")
print(f"T from trace = {T1:.5f}, from wave matching = {T1_match:.5f}")

# ---- strip with skew bonds, site energies and magnetic flux -----------------
M, columns = 3, 5
hop, skew, step, theta = -1.0, -0.3, 0.5, 0.6
across = hop * (np.eye(M, k=1) + np.eye(M, k=-1))
tau = hop * np.eye(M) + skew * np.eye(M, k=1)
h_L, h_R = across, across + step * np.eye(M)
site_energy = [[0, 0, 0], [0.5, -0.5, 1.0], [-1.0, 0.5, 0.0],
               [0.0, 1.0, -0.5], [step] * 3]
y = np.arange(M)
tau_flux = tau * np.exp(1j * theta * (y[:, None] + y[None, :]) / 2)
N = M * columns
H = np.zeros((N, N), complex)
for c in range(columns):
    s = slice(c * M, (c + 1) * M)
    H[s, s] = across + np.diag(site_energy[c])
    if c + 1 < columns:
        q = slice((c + 1) * M, (c + 2) * M)
        H[s, q], H[q, s] = tau_flux, dag(tau_flux)
left, right = np.arange(M), np.arange(N - M, N)
leads = [(h_L, dag(tau), left), (h_R, tau, right)]


def surface_block(E, sig_L, sig_R):
    """G between first and last column by recursion, without the full inverse."""
    row = g = None
    for c in range(columns):
        s = slice(c * M, (c + 1) * M)
        K = E * np.eye(M) - H[s, s]
        if c == 0:
            K = K - sig_L
        if c == columns - 1:
            K = K - sig_R
        if c == 0:
            g = inv(K)
            row = g
        else:
            p = slice((c - 1) * M, c * M)
            g = inv(K - H[s, p] @ g @ H[p, s])
            row = row @ H[p, s] @ g
    return row


E = -1.0
G, sig, gam = green(E, H, leads)
sL, sR = sig[0][np.ix_(left, left)], sig[1][np.ix_(right, right)]
gL, gR = gam[0][np.ix_(left, left)], gam[1][np.ix_(right, right)]
G_RL, G_LR = G[np.ix_(right, left)], G[np.ix_(left, right)]

# Mode velocities against the slope of the band energy.
for h, out, _ in leads:
    U, lam, w = modes(E, h, out)[0]
    for l, wn in zip(lam[w > 0], w[w > 0]):
        k, d = np.angle(l), 1e-4
        bands = [np.linalg.eigvalsh(h + out * np.exp(1j * q)
                 + dag(out) * np.exp(-1j * q)) for q in (k - d, k, k + d)]
        b = np.argmin(abs(bands[1] - E))
        assert abs(bands[1][b] - E) < 1e-8
        assert abs((bands[2][b] - bands[0][b]) / (2 * d) - wn) < 1e-6

# Self-energies and Gammas from decimation against the modes.
for (h, out, _), s, gm in zip(leads, (sL, sR), (gL, gR)):
    for (U, lam, w), matrix in zip(modes(E, h, out), (s, dag(s))):
        assert np.allclose(matrix @ U, out @ (U * lam), atol=TOL)
        assert np.allclose(dag(U) @ gm @ U, np.diag(w), atol=TOL)

# Fisher-Lee amplitudes, phases included, against wave matching.
r_LL, t_RL = wave_matching(E, H, leads, 0)
t_LR = wave_matching(E, H, leads, 1)[0]
U_in, _, w_in = modes(E, h_L, dag(tau))[1]
U_out, lam_out, w_out = modes(E, h_R, tau)[0]
nL, nR = int(np.sum(w_in > 0)), int(np.sum(w_out > 0))
root = np.sqrt(np.outer(w_out[:nR], w_in[:nL]))
fisher_lee = 1j * root * (inv(U_out) @ G_RL @ dag(inv(U_in)))[:nR, :nL]
assert np.allclose(fisher_lee, t_RL, atol=TOL)
naive = root * (dag(U_out) @ G_RL @ U_in)[:nR, :nL]

# Traces, exchange of the leads, surface block, and a shifted cut.
T_match, T_back = total(t_RL), total(t_LR)
T_full = trace4(gam[0], G, gam[1])
T_forward = trace4(gam[1], G, gam[0])
block = surface_block(E, sL, sR)
T_block = trace4(gL, block, gR)
gam_sum = gam[0] + gam[1]
assert np.allclose(G @ gam_sum @ dag(G), dag(G) @ gam_sum @ G, atol=1e-9)
assert np.allclose(block, G_LR, atol=1e-9)
asymmetry = np.max(np.abs(G_LR - G_RL.T))
assert asymmetry > 1e-3
inner = np.arange(M, N - M)
inner_sig = []
for (h, out, site), s in zip(leads, (sL, sR)):
    V = H[np.ix_(inner, site)]
    inner_sig.append(V @ inv(E * np.eye(M) - h - s) @ dag(V))
G_in = inv(E * np.eye(len(inner)) - H[np.ix_(inner, inner)] - sum(inner_sig))
T_inner = trace4(1j * (inner_sig[0] - dag(inner_sig[0])), G_in,
                 1j * (inner_sig[1] - dag(inner_sig[1])))
for value in (T_full, T_forward, T_block, T_back, T_inner):
    assert abs(value - T_match) < TOL
assert abs(total(r_LL) + T_match - nL) < 1e-9


def show(name, a):
    print(name)
    for line in a:
        print("  " + "  ".join(f"{v.real:+.4f}{v.imag:+.4f}i" for v in line))


print("STRIP")
print(f"width = {M} sites, columns = {columns}, orbitals = {N}")
print(f"hopping = {hop:.1f} eV, skew hopping = {skew:.1f} eV")
print(f"step of lead R = {step:.1f} eV, flux phase per cell = {theta:.1f} rad")
for c in range(1, columns - 1):
    print(f"site energies, column {c + 1} = {site_energy[c]} eV")
print(f"E = {E:.1f} eV, open channels: L = {nL}, R = {nR}")
print("w incoming in L =", np.round(w_in[:nL], 5), "eV")
print("w outgoing in R =", np.round(w_out[:nR], 5), "eV")
print("|lam| of decaying modes in R =", np.round(abs(lam_out[nR:]), 5))
overlaps = np.abs(dag(U_out) @ U_out - np.eye(M))
print(f"largest overlap of two modes in R = {overlaps.max():.5f}")
show("Gamma_L on its surface (eV)", gL)
show("Gamma_R on its surface (eV)", gR)
show("G_LR (1/eV)", G_LR)
print("|t_nm|^2, row n in R, column m in L:")
for line in np.abs(t_RL) ** 2:
    print("  " + "  ".join(f"{v:.5f}" for v in line))
print(f"T, wave matching L to R = {T_match:.5f}")
print(f"T, wave matching R to L = {T_back:.5f}")
print(f"T, full trace = {T_full:.5f}")
print(f"T, recursive surface block = {T_block:.5f}")
print(f"T, cut moved inward = {T_inner:.5f}")
print(f"reflection into L = {total(r_LL):.5f}")
print(f"wrong T with u in place of dual vectors = {total(naive):.5f}")
print(f"max |G_LR - transpose of G_RL| = {asymmetry:.5f} 1/eV")
print(f"entries of G used = {block.size} of {G.size}")

print("ENERGY SCAN: E (eV), open L, open R, T matching, T block")
worst = 0.0
for e in (-3.6, -3.0, -1.8, -1.0, 0.6):
    r, t = wave_matching(e, H, leads, 0)
    back = wave_matching(e, H, leads, 1)[0]
    a, b = self_energy(e, h_L, dag(tau)), self_energy(e, h_R, tau)
    blk = surface_block(e, a, b)
    T_b = trace4(1j * (a - dag(a)), blk, 1j * (b - dag(b)))
    worst = max(worst, abs(T_b - total(t)), abs(total(back) - total(t)))
    assert abs(total(r) + total(t) - t.shape[1]) < 1e-9
    if t.shape[0] == 0:
        closed_block = np.max(np.abs(blk))
        assert closed_block > 1e-3 and abs(T_b) < TOL
        print(f"lead R closed: max |G_LR| = {closed_block:.5f} 1/eV")
    print(f"{e:.1f}  {t.shape[1]}  {t.shape[0]}  {total(t):.5f}  {abs(T_b):.5f}")
assert worst < TOL
print(f"largest mismatch in scan = {worst:.1e}")
print("ALL CHECKS PASSED")
```

Output:

```
IMPURITY IN A CHAIN
E = -1.0 eV, impurity = 1.0 eV, hopping = -1.0 eV
Gamma_L = Gamma_R = 1.73205 eV
|G|^2 = 0.25000 eV^-2
T from trace = 0.75000, from wave matching = 0.75000
STRIP
width = 3 sites, columns = 5, orbitals = 15
hopping = -1.0 eV, skew hopping = -0.3 eV
step of lead R = 0.5 eV, flux phase per cell = 0.6 rad
site energies, column 2 = [0.5, -0.5, 1.0] eV
site energies, column 3 = [-1.0, 0.5, 0.0] eV
site energies, column 4 = [0.0, 1.0, -0.5] eV
E = -1.0 eV, open channels: L = 2, R = 2
w incoming in L = [2.38273 1.73205] eV
w outgoing in R = [2.40517 1.32288] eV
|lam| of decaying modes in R = [0.30533]
largest overlap of two modes in R = 0.23175
Gamma_L on its surface (eV)
  +1.2745+0.0000i  +0.9824+0.0000i  -0.2814+0.0000i
  +0.9824-0.0000i  +1.2635+0.0000i  +0.6884+0.0000i
  -0.2814-0.0000i  +0.6884-0.0000i  +1.6814+0.0000i
Gamma_R on its surface (eV)
  +1.4594+0.0000i  +0.7061+0.0000i  -0.0626+0.0000i
  +0.7061-0.0000i  +1.3086+0.0000i  +0.9845+0.0000i
  -0.0626-0.0000i  +0.9845-0.0000i  +1.0675+0.0000i
G_LR (1/eV)
  -0.0987-0.1541i  -0.1425-0.0230i  -0.0134+0.1631i
  +0.0379-0.1319i  -0.0934+0.0507i  -0.1048+0.2682i
  +0.0818+0.1890i  -0.1121+0.2054i  -0.2033+0.0991i
|t_nm|^2, row n in R, column m in L:
  0.21586  0.31579
  0.51345  0.22318
T, wave matching L to R = 1.26829
T, wave matching R to L = 1.26829
T, full trace = 1.26829
T, recursive surface block = 1.26829
T, cut moved inward = 1.26829
reflection into L = 0.73171
wrong T with u in place of dual vectors = 1.35258
max |G_LR - transpose of G_RL| = 0.39611 1/eV
entries of G used = 9 of 225
ENERGY SCAN: E (eV), open L, open R, T matching, T block
lead R closed: max |G_LR| = 0.22987 1/eV
-3.6  1  0  0.00000  0.00000
-3.0  1  1  0.95485  0.95485
-1.8  2  1  0.87276  0.87276
-1.0  2  2  1.26829  1.26829
0.6  3  3  2.07083  2.07083
largest mismatch in scan = 2.8e-08
ALL CHECKS PASSED
```
